# Voltage Profile and Decay Length of a Leaky Crossbar Word Line, part 1

(Sections cited here and not found follow in the second part.)

## First half: the resistor ladder and its exact solution

### The decision that depends on the profile

Whoever calculates the read current of a crossbar memory must first decide how to treat the word line. It may be taken as one node at the driver voltage, which removes the wire from the problem. It may be given a small voltage drop, estimated by assuming that every cell draws its full current. Or its voltage may have to be found cell by cell, because the loss along the wire changes the currents that cause the loss. The choice depends on how the number of cells compares with a decay length. For weak leakage this length, counted in cells, is the square root of the ratio of cell resistance to wire-segment resistance. The results below give the profile, the accuracy of the square root, and the cell resistance needed for a stated loss.

### Model and conventions

A word line connects $N$ cells, numbered $n=1,2,\dots,N$ from the driven end. The head of the line is node $n=0$ and carries no cell. Neighbouring nodes are joined by a wire segment of resistance $r>0$, including the segment between the head and the first cell. Each cell is a resistance $R>0$ from its word-line node to its own bit line. The assumptions are these.

1. The cells are ohmic and equal, and the segments are equal.
2. All bit lines are held at one common potential, called ground. If that potential is not zero, every voltage below is measured from it.
3. The head is held at $V_0>0$, and nothing is connected beyond cell $N$.
4. The currents are steady, so capacitances play no part.

Assumption 2 also removes the other rows from the problem. Their cells touch the driven row through the bit lines alone, and a bit line at fixed potential passes no influence on.

Current is positive when it flows away from the driver along the wire, or from the word line through a cell to ground. Write $V_n$ for the voltage of node $n$, and define

$$s=\sqrt{\frac rR},\qquad \lambda=\frac1s=\sqrt{\frac Rr},\qquad M=N+\frac12 .\tag{1}$$

All three are pure numbers, and $\lambda$ is a length counted in cells. Multiplication by the cell pitch turns it into a distance.

### Theorem 1: the profile

Let $\kappa>0$ be defined by

$$2\sinh\frac\kappa2=s .\tag{2}$$

Under assumptions 1 to 4 the node voltages are

$$V_n=V_0\,\frac{\cosh[\kappa(M-n)]}{\cosh(\kappa M)},\qquad n=0,1,\dots,N. \tag{3}$$

The decay length is $1/\kappa$ cells. It approaches $\lambda=\sqrt{R/r}$ when $r\ll R$:

$$\frac1\kappa=\sqrt{\frac Rr}\left[1+\frac{r}{24R}+O\!\left(\frac{r^2}{R^2}\right)\right].\tag{4}$$

The square-root law is thus a limit for weak leakage per segment, while (2) and (3) hold for any ratio $r/R$ in this model. The proof uses three lemmas.

### Lemma 1: the node equation

For $n=1,\dots,N$,

$$V_{n+1}-2V_n+V_{n-1}=s^2V_n, \tag{5}$$

where for $n=N$ the symbol $V_{N+1}$ denotes a fictitious voltage equal to $V_N$.

**Proof.** Take a node with $1\le n<N$. The current arriving through the segment on its left is $(V_{n-1}-V_n)/r$. The current leaving through the cell is $V_n/R$, and the current leaving through the segment on its right is $(V_n-V_{n+1})/r$. In the steady state no charge accumulates, so

$$\frac{V_{n-1}-V_n}{r}=\frac{V_n}{R}+\frac{V_n-V_{n+1}}{r}.$$

Multiplying by $r$ and moving the last term to the left gives

$$V_{n-1}-V_n-V_n+V_{n+1}=\frac rR V_n,$$

which is (5). The last node has no segment on its right, and its balance is $(V_{N-1}-V_N)/r=V_N/R$, or $V_{N-1}-V_N=s^2V_N$. Equation (5) with $n=N$ and $V_{N+1}=V_N$ reads $V_N-2V_N+V_{N-1}=s^2V_N$, which is the same statement. The fictitious node therefore expresses the open end: equal voltages on both sides of a segment mean that no current flows in it. $\square$

### Lemma 2: the general solution

Every solution of (5), before the end conditions are imposed, has the form

$$V_n=Ae^{\kappa n}+Be^{-\kappa n}, \tag{6}$$

with $\kappa$ from (2).

**Proof.** Insert $V_n=e^{qn}$ into (5) and divide by $e^{qn}$:

$$e^{q}-2+e^{-q}=s^2,\qquad\text{that is}\qquad 2\cosh q-2=s^2 .$$

The identity $\cosh q=1+2\sinh^2(q/2)$ turns the left side into $4\sinh^2(q/2)$, so $2\sinh(q/2)=\pm s$. The two roots are $q=\kappa$ and $q=-\kappa$. Since (5) is linear, (6) is a solution for any $A$ and $B$.

No solution is missed. Equation (5) gives $V_{n+1}$ from $V_n$ and $V_{n-1}$, so a solution is fixed by $V_0$ and $V_1$. The constants must satisfy $A+B=V_0$ and $Ae^\kappa+Be^{-\kappa}=V_1$. The determinant of these two equations is $e^{-\kappa}-e^{\kappa}$, which is not zero because $\kappa>0$. Any pair $V_0,V_1$ can therefore be matched. $\square$

### Lemma 3: two bounds on $\kappa$

For every $s>0$,

$$0\le s-\kappa\le\frac{s^3}{24}. \tag{7}$$

**Proof.** Equation (2) gives $\kappa=2\,\mathrm{arsinh}(s/2)$, and

$$\mathrm{arsinh}\,y=\int_0^y\frac{dt}{\sqrt{1+t^2}} .$$

The integrand is at most 1. It is at least $1-t^2/2$, because the function $(1+z)^{-1/2}$ is convex and so lies above its tangent $1-z/2$ at $z=0$; here $z=t^2$. Integration gives

$$y-\frac{y^3}{6}\le\mathrm{arsinh}\,y\le y .$$

With $y=s/2$ and a factor 2 throughout, $s-2(s/2)^3/6\le\kappa\le s$. The cubic term is $2s^3/48=s^3/24$. $\square$

### Proof of Theorem 1

The open end requires $V_{N+1}=V_N$. Inserting (6) and collecting the terms in $A$ and in $B$ gives

$$Ae^{\kappa N}(e^\kappa-1)=Be^{-\kappa N}(1-e^{-\kappa})=Be^{-\kappa(N+1)}(e^{\kappa}-1).$$

In the last step a factor $e^{-\kappa}$ was taken out of the bracket. Since $e^\kappa-1\ne0$, it cancels. Multiplying what remains by $e^{\kappa/2}$ yields

$$Ae^{\kappa M}=Be^{-\kappa M}\equiv\frac C2 .$$

Hence $A=\tfrac12Ce^{-\kappa M}$ and $B=\tfrac12Ce^{\kappa M}$, and (6) becomes

$$V_n=\frac C2\left[e^{-\kappa(M-n)}+e^{\kappa(M-n)}\right]=C\cosh[\kappa(M-n)] .$$

The driven end requires $C\cosh(\kappa M)=V_0$, which gives (3).

For the decay length, the next term in the expansion of the integrand in Lemma 3 is of order $t^4$, so $\kappa=s-s^3/24+O(s^5)$. Therefore

$$\frac1\kappa=\frac1s\left[1-\frac{s^2}{24}+O(s^4)\right]^{-1}=\frac1s\left[1+\frac{s^2}{24}+O(s^4)\right],$$

and $s^2=r/R$ gives (4). $\square$

The case $N=1$ can be checked by hand. It is a voltage divider, with $V_1=V_0R/(R+r)$. Formula (3) gives $\cosh(\kappa/2)/\cosh(3\kappa/2)$. With $c=\cosh(\kappa/2)$, the identity $\cosh(3\kappa/2)=4c^3-3c$ makes this $1/(4c^2-3)$. Since $c^2=1+\sinh^2(\kappa/2)=1+s^2/4$, the result is $1/(1+s^2)=R/(R+r)$, as required.

Longer lines were tested by solving the node balances numerically as a linear system. For $(N,r/R)=(12,\,2)$, $(60,\,1/50)$ and $(300,\,5\times10^{-5})$, the voltages agree with (3) within a relative tolerance of $10^{-9}$. On a line of 400 cells with $R/r=100$, the decay length measured over the first 100 cells is 10.00416 cells. The square root alone gives 10, and (4) gives $10(1+1/2400)=10.0042$.

### Remarks on the meaning of the decay length

A stretch of $\ell$ cells has a series wire resistance $\ell r$ and a parallel leakage resistance $R/\ell$. The two are equal when $\ell^2=R/r$, that is, when $\ell=\lambda$. On a much shorter stretch the wire is a good conductor compared with the leakage, and the voltage hardly changes. On a longer one the wire cannot supply the cells without a large loss.

The square root also shows what an improvement buys. At fixed $r$, a cell resistance four times larger doubles the decay length in the weak-leakage regime.

The law fails when $r$ is not small compared with $R$. For $r\gg R$ the equation $2\cosh\kappa=2+s^2$ becomes $e^\kappa\approx s^2=r/R$, so $1/\kappa\approx1/\ln(r/R)$. Each cell then nearly short-circuits its node, and each segment multiplies the voltage by about $R/r$, a small number. A square root would predict the wrong dependence on the resistances.

### When an exponential may replace the hyperbolic cosine

Writing both hyperbolic cosines in (3) as exponentials and taking out the larger term of each gives

$$V_n=V_0e^{-\kappa n}\,\frac{1+e^{-2\kappa(M-n)}}{1+e^{-2\kappa M}} . \tag{8}$$

The fraction is close to 1 when both $M$ and $M-n$ are large compared with the decay length. A long line is therefore not sufficient: the cell in question must also be far from the open end. At $n=N$ the numerator is $1+e^{-\kappa}$, which is close to 2 for weak leakage. On a long line the voltage of the last cell is then nearly twice the exponential value. The reason is the open end, where the wire current falls to zero and the profile becomes flat.

The end condition decides which function appears. If a node $N+1$ were instead held at ground, the solution of (5) that vanishes there would be proportional to $\sinh[\kappa(N+1-n)]$.

### Proposition 1: wire current and input resistance

The current in the segment from node $n$ to node $n+1$, for $0\le n<N$, is

$$j_n=\frac{V_0}{\sqrt{rR}}\,\frac{\sinh[\kappa(N-n)]}{\cosh(\kappa M)} . \tag{9}$$

The line therefore loads its driver with the input resistance

$$R_{\rm in}=\frac{V_0}{j_0}=\sqrt{rR}\;\frac{\cosh(\kappa M)}{\sinh(\kappa N)} . \tag{10}$$

**Proof.** By Ohm's law and (3),

$$j_n=\frac{V_n-V_{n+1}}r=\frac{V_0}{r\cosh(\kappa M)}\left\{\cosh[\kappa(M-n)]-\cosh[\kappa(M-n-1)]\right\}.$$

Use $\cosh a-\cosh b=2\sinh\frac{a+b}2\sinh\frac{a-b}2$. Half the sum of the arguments is $\kappa(M-n-\tfrac12)=\kappa(N-n)$, and half their difference is $\kappa/2$. The bracket is therefore $2\sinh(\kappa/2)\sinh[\kappa(N-n)]=s\sinh[\kappa(N-n)]$ by (2). Finally $s/r=1/\sqrt{rR}$. Setting $n=0$ gives (10). $\square$

Node balance reads $V_n/R=j_{n-1}-j_n$, with $j_N=0$. Summed over all cells, the right side telescopes to $j_0$, so the head current equals the total leakage.

For a short line with weak leakage, $\kappa N\ll1$, (10) reduces to $\sqrt{rR}/(sN)=R/N$, the resistance of $N$ cells in parallel. For a long line it tends to $\sqrt{rR}\,e^{\kappa/2}$ and no longer depends on $N$. Cells added at the far end of such a line draw almost no current, because almost no voltage reaches them.

### Corollary: a driver with resistance, and a line driven at both ends

Let a source of voltage $V_s$ feed the head through a resistance $R_d$. The same current $V_0/R_{\rm in}$ flows through $R_d$, so $V_s=V_0(1+R_d/R_{\rm in})$ and

$$V_0=V_s\,\frac{R_{\rm in}}{R_{\rm in}+R_d}. \tag{11}$$

The driver changes the scale of the profile and leaves its shape alone.

Now let a line of $2N$ cells be held at $V_0$ at both ends, at nodes 0 and $2N+1$. Reflection about the middle leaves the circuit unchanged, so $V_{N+1}=V_N$. This is the open-end condition of Lemma 1. Each half therefore obeys (3), with the lowest voltage at the two middle cells.

## Second half: the continuum limit, its error, and a 512-cell line

### What is carried over

The line has $N$ cells of resistance $R$ to ground and segments of resistance $r$. Its head is held at $V_0$ and its far end is open. The symbols are $s=\sqrt{r/R}$, $\lambda=1/s$ and $M=N+\tfrac12$, and $\kappa$ is defined by $2\sinh(\kappa/2)=s$. The first half showed that $V_n=V_0\cosh[\kappa(M-n)]/\cosh(\kappa M)$, equation (3), and that $0\le s-\kappa\le s^3/24$, equation (7). The wire current $j_n$ is given by (9), the input resistance $R_{\rm in}$ by (10), and the effect of a driver resistance by (11).

### The continuum profile

When the voltage changes little from cell to cell, $n$ may be replaced by a continuous position $x$, still counted in cells. Taylor expansion gives

$$V(x+1)-2V(x)+V(x-1)=V''(x)+\frac1{12}V''''(x)+\dots$$

The odd derivatives cancel. Each pair of derivatives brings a factor of about $1/\lambda^2$, so for $\lambda\gg1$ the first term suffices, and the node equation (5) becomes

$$V''=\frac{V}{\lambda^2}. \tag{12}$$

Its general solution is $a\cosh[(M-x)/\lambda]+b\sinh[(M-x)/\lambda]$. The exact profile is even about $x=M$, half a cell beyond the last cell, so the slope is set to zero there. The slope at $x=M$ is $-b/\lambda$, hence $b=0$, and the driven end fixes $a$:

$$V_{\rm c}(x)=V_0\,\frac{\cosh[(M-x)/\lambda]}{\cosh(M/\lambda)} . \tag{13}$$

This is the profile with decay length $\sqrt{R/r}$. It differs from (3) by the replacement of $\kappa$ by $s$ and by nothing else, which makes its error easy to bound.

### Theorem 2: error of the continuum profile

Let $u_*\approx1.1997$ be the positive root of $u\tanh u=1$. For every $r/R$ and every $n$ from 0 to $N$,

$$0\le\ln\frac{V_n}{V_{\rm c}(n)}\le\frac{u_*}{24}\,n\,s^3 . \tag{14}$$

This part has derived the exact voltage profile, wire current and input resistance of the uniform word line, obtained the continuum profile, and stated the bound (14) on its error. What remains is the proof of that bound, the cell resistance needed for a chosen voltage drop, the case of unequal cells, and a worked 512-cell example with the effects the model leaves out.
